# Why vacuum divergence cancels in the (+/−) level of slab defects

## A charged sheet in a periodic cell

Take a flat sheet of charge $qe$, with $e>0$, in a cell of area $A$ and period $L$ along $z$. There is no slab material yet. A periodic cell must be neutral, so a uniform background of total charge $-qe$ fills it.

With the sheet at $z=0$, symmetry makes the field vanish at $z=L/2$. Gauss's law then gives, for $0<z<L$,

$$
\mathcal E(z)=\frac{qe}{\varepsilon_0A}\left(\frac12-\frac zL\right).
$$

The first term is the field of the sheet, and the second is its gradual compensation by the background. With $u=1/2-z/L$, the field energy is

$$
\frac{\varepsilon_0A}{2}\int_0^L\mathcal E^2dz
=\frac{q^2e^2L}{2\varepsilon_0A}\int_{-1/2}^{1/2}u^2du
=q^2\beta L,\qquad
\beta=\frac{e^2}{24\varepsilon_0A}.
$$

The field near the sheet does not weaken as the vacuum grows. It fills a longer region, so the energy rises linearly with $L$.

Positive and negative sheets pay the same cost $\beta L$, and a neutral one pays nothing. The $(+/0)$ level compares a state that pays with one that does not, and so does $(0/-)$. The $(+/-)$ level compares two states that pay equally. What remains is to show that this survives in a real slab, where the two charge states differ in shape, screening and relaxation.

## From energies to levels

Let $E_q$ be the total energy of the defect cell and $E_F$ the Fermi energy measured from the vacuum level. The part of the formation energy that depends on charge is

$$
E_f(q)=E_q+q(E_F+E_{\rm vac}).
$$

Here $E_{\rm vac}$ is the electron energy at mid-vacuum in the neutral cell, on the scale where the cell-averaged electrostatic potential is zero. The pristine-slab energy and the atomic chemical potentials are common to all charge states of one defect and drop out of the levels.

The level $\epsilon(q/q')$ is the $E_F$ at which $E_f(q)=E_f(q')$:

$$
E_q-E_{q'}=(q'-q)(\epsilon+E_{\rm vac})
\quad\Rightarrow\quad
\epsilon(q/q')=\frac{E_q-E_{q'}}{q'-q}-E_{\rm vac}.
$$

Inserting $q^2\beta L$ and using $q^2-q'^2=-(q'-q)(q+q')$ gives the drift

$$
\epsilon(q/q')\big|_{\rm linear}=-(q+q')\beta L .
$$

Thus $(+/0)$ moves down as $-\beta L$, $(0/-)$ moves up as $+\beta L$, and $(+/-)$ has no linear term because $q+q'=0$. Since $(+/-)$ is the mean of the other two, their opposite drifts cancel in it. Their separation, $U=\epsilon(0/-)-\epsilon(+/0)$, grows as $2\beta L$.

## Why the shape of the charge does not matter

Let $\lambda(z)$ be the slab's total charge per unit length along $z$, integrated over the cell area. It includes ions, electrons and polarisation charge, and $\int\lambda\,dz=qe$. The potential averaged over the plane is

$$
\phi(z)=\frac1{\varepsilon_0A}\int\lambda(z')G(z-z')dz',\qquad
G''=-\delta(z)+\frac1L .
$$

The term $1/L$ represents the background. For $0<z<L$, integrating $G''=1/L$ twice gives $G=c+bz+z^2/(2L)$. The delta function makes the slope jump by $-1$ at the origin, and $G$ is even, so $b=-1/2$. Zero average requires $c-L/4+L/6=0$, hence $c=L/12$ and

$$
G(z)=\frac L{12}-\frac{|z|}2+\frac{z^2}{2L},\qquad |z|\le L .
$$

The uniform background has no interaction energy with a potential of zero average, so the electrostatic energy is

$$
E_{\rm es}=\frac1{2\varepsilon_0A}\iint\lambda(z)\lambda(z')G(z-z')\,dz\,dz' .
$$

Its three parts behave differently.

- The constant $L/12$ multiplies $(\int\lambda\,dz)^2=q^2e^2$ and gives $q^2\beta L$. It sees the total charge and nothing else.
- The part $-|z-z'|/2$ does not depend on $L$.
- In the last part, $(z-z')^2=z^2+z'^2-2zz'$. With $p=\int\lambda z\,dz$ and $M=\int\lambda z^2dz$ it gives
$$
\frac{2qeM-2p^2}{4\varepsilon_0AL}=\frac{qeM-p^2}{2\varepsilon_0AL}.
$$

A real defect is also localised in the plane. A Fourier component with in-plane wavevector $g\ne0$ has the isolated-layer kernel $e^{-g|z|}/(2g)$. Adding the periodic images at $z=nL$ and summing the geometric series changes it by

$$
\frac{e^{-g(L-|z|)}+e^{-g(L+|z|)}}{2g(1-e^{-gL})},
$$

which is exponentially small once the vacuum is thick compared with $1/g$. In-plane structure therefore changes the constant in the energy, not the slope.

Now let $X$ stand for all internal variables: orbitals, polarisation and atomic positions. Let $F[X]$ collect the energies that do not depend on $L$, and $W[X]$ the $L$-independent electrostatic part. Then

$$
E_q(L)=q^2\beta L+\min_X\left\{F[X]+W[X]+O(1/L)\right\}.
$$

The divergent term is the same for every $X$ of given total charge, so it can be taken outside the minimum. Relaxation may be strong, nonlinear and different for the two signs of charge without altering it. The argument needs the charge to stay within a bounded distance of the slab as $L$ grows.

## A dielectric slab

A slab of thickness $d$ and relative permittivity $\varepsilon_r$, with sharp faces and a charged sheet at its centre, shows where screening enters. The displacement is fixed by the free charge and background, $D=(qe/A)(1/2-z/L)$ for $0<z<L/2$. The two equal halves of the cell give

$$
E=A\int_0^{L/2}\frac{D^2}{\varepsilon_0\varepsilon_r(z)}dz .
$$

Write $1/\varepsilon_r(z)$ as $1$ everywhere, minus $(1-1/\varepsilon_r)$ inside the slab. Since

$$
\int_0^{d/2}\left(\frac12-\frac zL\right)^2dz=\frac d8-\frac{d^2}{8L}+\frac{d^3}{24L^2},
$$

the energy is

$$
E=\frac{q^2e^2}{\varepsilon_0A}\left[\frac L{24}-\left(1-\frac1{\varepsilon_r}\right)\left(\frac d8-\frac{d^2}{8L}+\frac{d^3}{24L^2}\right)\right].
$$

Screening lowers the constant and adds terms that decay with $L$. The slope remains the vacuum value, because the added length is vacuum.

## How large the drift is

The example has $A=6$ nm², $d=1$ nm and $\varepsilon_r=3$. It is a planar-averaged, self-consistent Hartree model. A defect core of charge $+e$ and a short-range well bind $1-q$ electrons in one orbital. The slab faces are slightly soft, and a fixed surface double layer raises the inner potential by 2 V. With $e/\varepsilon_0=18.095$ V nm,

$$
\beta=\frac{18.095}{24\times6}=0.1257\ \text{eV/nm}.
$$

At $L=10$ nm the energies of the positive, neutral and negative cells are 20.289, 15.780 and 13.231 eV. Their common offset includes the energy of the double layer and has no significance for the levels. It is not converged on the 0.02 nm grid: refining the grid raises all three energies by about 0.19 eV, while their differences change by about 1 meV. The neutral mid-vacuum potential is $-0.2005$ V, so $E_{\rm vac}=+0.2005$ eV. Hence

$$
\begin{aligned}
\epsilon(+/0)&=15.780-20.289-0.201=-4.710\ \text{eV},\\
\epsilon(0/-)&=13.231-15.780-0.201=-2.750\ \text{eV},\\
\epsilon(+/-)&=\tfrac12(13.231-20.289)-0.201=-3.730\ \text{eV}.
\end{aligned}
$$

At fixed $A$ and $d$, the levels and $U$ in eV are as follows, with a grid error of about 1 meV in the levels:

| $L$ (nm) | (+/0) | (0/−) | (+/−) | $U$ |
|---|---|---|---|---|
| 4 | −3.994 | −3.465 | −3.730 | 0.529 |
| 6 | −4.225 | −3.235 | −3.730 | 0.990 |
| 10 | −4.710 | −2.750 | −3.730 | 1.960 |

Between 4 and 10 nm the first two levels move by about 0.72 eV in opposite directions. The linear term alone gives $6\times0.1257=0.754$ eV. The sharp-faced formula adds $-0.038$ eV from its $1/L$ term and $+0.004$ eV from its $1/L^2$ term, for a total of 0.721 eV. The model gives 0.715 eV. It has soft faces and an electron orbital of finite width; their separate shares of the remaining difference were not computed.

Passing $aL+b+c/L+d_2/L^2$ through the energies at 4, 6, 8 and 10 nm isolates the slope $a$. It is 0.1257 eV/nm for both charged cells and zero for the neutral one, to the digits given. Raising $\varepsilon_r$ to 6 leaves both charged slopes unchanged. Giving the core a charge of $+2e$ allows a $(2+/+)$ level, whose slope is $-0.3770$ eV/nm, or $-3\beta$, as $-(q+q')\beta$ requires.

A localised charge was tested separately in a three-dimensional cell without a slab. For a Gaussian with standard deviation $w=0.15$ nm along each axis, $M=ew^2$, and the predicted energy change from 6 to 10 nm is

$$
4\beta+\frac{e^2w^2}{2\varepsilon_0A}\left(\frac1{10}-\frac16\right)
=0.50264-0.00226=0.50038\ \text{eV},
$$

with lengths in nm. The direct reciprocal-space sum gives the same value.

## The energy reference

The total energies of the two charged cells do not rise equally. From 4 to 10 nm the positive cell gains 1.016 eV and the negative one 0.415 eV. The cause is the potential of the neutral slab. For a symmetric neutral slab with second moment $M_0$, the total charge and $p$ vanish, and the kernel gives at mid-vacuum

$$
\phi_{\rm mid}=\frac{M_0}{2\varepsilon_0AL}.
$$

The energy $E_q$ contains the matching odd term $qeM_0/(2\varepsilon_0AL)=qe\phi_{\rm mid}$. Because $E_{\rm vac}=-e\phi_{\rm mid}$, the reference removes it. In the example $\phi_{\rm mid}$ rises by 0.301 V, and $0.715\pm0.301$ eV reproduces the two unequal gains.

If this reference is omitted, $(+/-)$ moves by $-0.301$ eV between 4 and 10 nm. That is a $1/L$ error, not a divergence, but it is large at practical cell sizes. With the reference in place, the change is below 0.1 meV.

This near-constancy owes something to the simple model. For symmetric charge states, the remaining $1/L$ term of $(+/-)$ is

$$
-\frac{e(M_++M_--2M_0)}{4\varepsilon_0AL}.
$$

It vanishes if adding and removing an electron change $M$ by equal and opposite amounts. The model's single, stiff orbital nearly satisfies this. A defect that relaxes differently in its two charge states need not.

Suppose instead that the vacuum level is read in each charged cell. Since $G(L/2)=L/12-L/4+L/8=-L/24$, the potential there acquires the linear term $-qeL/(24\varepsilon_0A)$. The reference energy $q(-e\phi_{\rm mid})$ then contributes a further $+q^2\beta L$. The slopes of $(+/0)$ and $(0/-)$ double to $\mp0.2513$ eV/nm, while $(+/-)$ still has none.

Mixing the rules breaks the cancellation. With the charged-cell reference for the positive state and the neutral-cell reference for the negative one, the linear part of $(+/-)$ is $(\beta L-2\beta L)/2=-\beta L/2$. Unequal periods $L_+$ and $L_-$ leave $\beta(L_--L_+)/2$, or 0.06 eV per nm of mismatch here.

## When the negative state leaves the slab

For $q=-1$ the positive background attracts electrons to mid-vacuum. Integrating the force from the slab face to the middle, the electron potential energy falls by

$$
\Delta=\frac{e^2}{\varepsilon_0A}\int_{d/2}^{L/2}\left(\frac12-\frac zL\right)dz
=\frac{e^2(L-d)^2}{8\varepsilon_0AL}.
$$

Around the middle the potential energy is a parabola with force constant $k=e^2/(\varepsilon_0AL)$, so the lowest vacuum state lies $\frac12\hbar\sqrt{k/m}$ above the minimum, where $m$ is the electron mass. If the defect orbital lies $B$ below the vacuum potential energy continued to $z=d/2$, that is, on the outer side of the surface step, the vacuum orbital becomes the lower in orbital energy when

$$
\Delta>B+\frac12\hbar\sqrt{\frac{k}{m}} .
$$

The example has $B=3.60$ eV and a zero-point energy of 0.07 eV at the crossing, which gives $L=11.6$ nm. Self-consistent solutions at increasing $L$, in steps of 0.16 nm, first have their lowest orbital in the vacuum at 11.7 nm. The tabulated cells are below this limit in the planar model. A charge localised in the plane also feels an in-plane repulsion that this model omits, which raises the orbital and lowers $B$. For the same well and a 0.15 nm Gaussian in this slab, a first-order estimate lowers $B$ by about 1.2 eV with an isotropic permittivity of 3, or 0.7 eV with an in-plane permittivity of 6. The crossing then moves to roughly 8 to 10 nm.

Beyond it, a mean-field calculation that fills the lowest orbitals moves part of the charge off the slab, and the assumption of bound charge fails. The criterion compares orbital energies; it does not say that a whole electron leaves. Weakly bound states fail sooner. With $B=1$ eV and the same $A$ and $d$, setting $\Delta=B$ without the zero-point term gives about 4.4 nm.

## What the cancellation leaves behind

The finite parts still depend on $A$. In vacuum, the image energy of a square lattice of point charges, after removal of $\beta L$ and for $L\to\infty$, has $\sqrt A$ as its sole length. By dimensions it scales as $q^2e^2/(\varepsilon_0\sqrt A)$. Being even in $q$, it also cancels in $(+/-)$ for equal charge shapes.

Unequal shapes leave a shift. The planar model omits an in-plane energy of 1.69 eV for the 0.15 nm Gaussian without screening. If the two charge states had widths of 0.15 and 0.18 nm, the in-plane energy alone would move $(+/-)$ by 0.21 eV, again without screening. These figures indicate a scale; they are not corrections for a particular defect.

Nor does a convergent $(+/-)$ level imply a stable transition. For $U>0$ the neutral state is lowest between $(+/0)$ and $(0/-)$, and $(+/-)$ lies inside that window. The artificial growth $2\beta L$ can make a negative-$U$ defect look like a positive-$U$ one. The finite parts here, $-3.425$ eV for $(+/0)$ and $-4.034$ eV for $(0/-)$, each with a grid error of about 1 meV, have the reverse order of the tabulated levels. This does not establish negative $U$ for the model defect, because the omitted in-plane energy raises both charged states and hence $U$.

## Use in practice

The parameters lie roughly in the regime of a deep defect in three-layer hexagonal boron nitride: a film about 1 nm thick, an out-of-plane permittivity of about 3, and a cell of roughly a hundred in-plane primitive cells. The well and inner potential are model choices. At $L=10$ nm and $|q|=1$, the charged layer and its background together give a planar-averaged field of 13.6 MV/cm outside the slab face and 4.5 MV/cm just inside. The latter is not small beside a breakdown field of very roughly 10 MV/cm, so nonlinear response may affect the finite parts.

A real film has no uniform background, and its defect charge may be compensated by a gate or substrate. Removing the artificial term shifts $(+/0)$ and $(0/-)$ by 1.26 eV in opposite directions at $L=10$ nm. That is far above the thermal energy of 0.026 eV at 300 K. A metal surface also breaks the free-standing assumption. For a point charge in vacuum at distance $h=1$ nm from a perfect conductor, the image energy is $-e^2/(16\pi\varepsilon_0h)=-0.36$ eV. It would raise $(+/0)$ and lower $(0/-)$ by that amount, leaving $(+/-)$ unchanged in this estimate.

For a symmetric slab with bound charge, the following procedure applies.

1. Use the same $A$, $L$ and reference rule for all charge states.
2. Confirm that the added electron remains in the slab.
3. With the neutral-cell reference, subtract $q^2\beta L$ from each charged energy. No fitted slope or slab permittivity is needed.
4. Extrapolate the remainder in $1/L$ at fixed $A$, then treat the dependence on $A$ separately.
5. Judge the stability of $(+/-)$ from the corrected $(+/0)$ and $(0/-)$ levels.

If a correction scheme already contains the linear term, step 3 must not be applied again. Correcting one charged state but not the other would put an error of magnitude $\beta L/2$ into the level that was free of it. The numerical output below gives the full set of values.

## Computed values

```
cell area A = 6.0 nm^2, slab thickness d = 1.0 nm
relative permittivity of slab = 3.0
inner potential step = 2.0 V
defect well: depth 3.0 eV, width 0.15 nm
e/eps0 = 18.0951 V nm
beta = e^2/(24 eps0 A) = 0.12566 eV/nm
L (nm); E(+), E(0), E(-) (eV); neutral mid-vacuum potential (V)
   4.0    19.2731   15.7799   12.8162   -0.5012
   6.0    19.6707   15.7799   12.8796   -0.3341
   8.0    19.9946   15.7799   13.0364   -0.2506
  10.0    20.2893   15.7799   13.2309   -0.2005
L (nm); levels (+/0), (0/-), (+/-) from vacuum (eV); U (eV)
   4.0   -3.9944  -3.4649  -3.7297    0.5294
   6.0   -4.2249  -3.2345  -3.7297    0.9904
   8.0   -4.4653  -2.9941  -3.7297    1.4712
  10.0   -4.7099  -2.7495  -3.7297    1.9603
slope of E(+), E(0), E(-) = 0.12566, -0.00000, 0.12566 eV/nm
slope of (+/0) = -0.12566 eV/nm
slope of (0/-) = 0.12566 eV/nm
slope of (+/-) = -0.00000 eV/nm
slope of U = 0.25132 eV/nm
finite parts of (+/0), (0/-), (+/-) = -3.425, -4.034, -3.730 eV
slopes of E(+), E(-) at permittivity 6 = 0.12566, 0.12566 eV/nm
slope of (2+/+), double donor = -0.37698 eV/nm
(+/-) change, L = 4 to 10 nm, no vacuum reference = -0.3008 eV
(+/-) change, L = 4 to 10 nm, with reference = -0.00005 eV
slopes with charged-cell vacuum levels: (+/0) -0.25132, (0/-) 0.25132, (+/-) -0.00000 eV/nm
3D Gaussian charge, width 0.15 nm: E(10 nm) - E(6 nm) = 0.50038 eV, predicted 0.50038 eV
omitted in-plane energy, unscreened = 1.689 eV
(+/-) shift if radii are 0.15 and 0.18 nm, unscreened = 0.213 eV
artificial field outside slab face, L = 10 nm = 13.57 MV/cm
same field just inside the slab = 4.52 MV/cm
thermal energy at 300 K = 0.0259 eV
binding of negative-state orbital at slab face = 3.596 eV
vacuum-well zero-point energy at spill = 0.070 eV
spill period: estimate 11.64 nm, orbital scan 11.68 nm
```
